# Nonlinear Grahame relation for screening of ferroelectric bound charge

## Result

A plane at \(x=0\) carries a net fixed charge \(\sigma\) per unit area. The half-space \(x>0\) has permittivity \(\varepsilon\) and holds mobile charges \(+e\) and \(-e\), each with density \(n_0\) far from the plane. In Gaussian units, with \(e>0\), the potential \(\phi_0\) of the plane relative to the bulk obeys

\[
\sigma=\sigma_*\sinh\frac{e\phi_0}{2kT},\qquad
\sigma_*=\sqrt{\frac{2\varepsilon n_0kT}{\pi}} .
\tag{1}
\]

This is the Grahame relation. For \(e|\phi_0|\ll kT\) it becomes the linear Debye law

\[
\sigma=\frac{\varepsilon\phi_0}{4\pi\lambda},\qquad
\lambda^2=\frac{\varepsilon kT}{8\pi n_0e^2}.
\tag{2}
\]

In SI units (1) keeps its form, with \(\sigma_*=\sqrt{8\varepsilon\varepsilon_0n_0kT}\).

The model assumes thermal equilibrium, a mean potential that depends on \(x\) alone, point charges with Boltzmann statistics, constant \(\varepsilon\), and a layer much thicker than \(\lambda\).

## Which charge is \(\sigma\)?

Let the plane be the surface of a ferroelectric film whose polarization \(P\) points toward \(+x\). The bound charge is then \(P\) per unit area. Let interface traps hold a charge \(-\sigma_{\rm trap}\), and let the film have background permittivity \(\varepsilon_f\) and field \(E_f\). Its displacement is \(\varepsilon_fE_f+4\pi P\). Gauss's law across the interface gives

\[
\varepsilon E(0^+)-(\varepsilon_fE_f+4\pi P)=-4\pi\sigma_{\rm trap}.
\]

Hence \(\varepsilon E(0^+)=4\pi\sigma\), with

\[
\sigma=P-\sigma_{\rm trap}+\frac{\varepsilon_fE_f}{4\pi}.
\tag{3}
\]

The charge in (1) therefore equals the bound charge \(P\) if the last two terms vanish or cancel. Otherwise \(\sigma\) is the net charge left for the mobile layer to screen, which is less than \(P\) when the last two terms add up to a negative value.

## First derivation: integrating Poisson's equation

Let \(u=e\phi/kT\), with \(\phi\to0\) in the bulk. A negative carrier has energy \(-e\phi\) and a positive one \(+e\phi\), so their densities are

\[
n=n_0e^{u},\qquad p=n_0e^{-u}.
\]

The charge density is \(\rho=e(p-n)=-2en_0\sinh u\). Poisson's equation, \(\varepsilon\phi''=-4\pi\rho\), becomes after multiplication by \(e/(\varepsilon kT)\)

\[
u''=\frac{8\pi n_0e^2}{\varepsilon kT}\sinh u=\frac{\sinh u}{\lambda^2}.
\]

Multiplying by \(u'\) makes both sides total derivatives:

\[
\frac{d}{dx}\frac{u'^2}{2}=\frac1{\lambda^2}\frac{d}{dx}\cosh u .
\]

In the bulk \(u\) and \(u'\) vanish. Integrating from there to \(x\), and using \(\cosh u-1=2\sinh^2(u/2)\), gives

\[
u'^2=\frac{2}{\lambda^2}(\cosh u-1)=\frac4{\lambda^2}\sinh^2\frac u2 .
\]

If \(u\) vanished at a finite \(x\), \(u'\) would vanish there too, and the solution through that point would be \(u=0\) everywhere. A nonzero \(u\) thus keeps its sign, and its slope never vanishes. Decay into the bulk requires a slope of opposite sign to \(u\):

\[
u'=-\frac2\lambda\sinh\frac u2 .
\tag{4}
\]

Gauss's law at the plane, \(-\varepsilon\phi'(0^+)=4\pi\sigma\), now yields

\[
\sigma=-\frac{\varepsilon kT}{4\pi e}u'(0^+)
=\frac{\varepsilon kT}{2\pi e\lambda}\sinh\frac{u_0}{2}.
\]

The square of the prefactor is

\[
\frac{\varepsilon^2(kT)^2}{4\pi^2e^2}\,\frac{8\pi n_0e^2}{\varepsilon kT}
=\frac{2\varepsilon n_0kT}{\pi}=\sigma_*^2 ,
\]

which is (1).

## Second derivation: balancing pressure against field stress

Treat the carriers as two ideal gases with pressures \(nkT\) and \(pkT\). In equilibrium no current flows, so there is no drag on the host medium, and the pressure gradient of each gas balances the electric force on it:

\[
kT\,n'=-enE,\qquad kT\,p'=+epE .
\tag{5}
\]

Adding the two equations gives \(kT(n+p)'=\rho E\). Since \(\varepsilon E'=4\pi\rho\), the force density is itself a derivative:

\[
\rho E=\frac{\varepsilon}{4\pi}EE'=\frac{d}{dx}\frac{\varepsilon E^2}{8\pi}.
\]

Thus \(kT(n+p)-\varepsilon E^2/8\pi\) does not depend on \(x\), and its bulk value is \(2n_0kT\). At the plane \(E=4\pi\sigma/\varepsilon\), so \(\varepsilon E^2/8\pi=2\pi\sigma^2/\varepsilon\). With \(n_s\) and \(p_s\) the densities at the plane,

\[
n_s+p_s-2n_0=\frac{2\pi\sigma^2}{\varepsilon kT}.
\tag{6}
\]

The excess carrier pressure at the surface carries the electric pull between the plane and its screening charge.

To bring in the potential, compare the plane with the bulk. Each species has the same electrochemical potential at both places:

\[
kT\ln n_s-e\phi_0=kT\ln n_0,\qquad
kT\ln p_s+e\phi_0=kT\ln n_0 .
\]

Adding these gives \(n_sp_s=n_0^2\), so \(2n_0=2\sqrt{n_sp_s}\), and the left side of (6) is a perfect square:

\[
n_s+p_s-2n_0=(\sqrt{n_s}-\sqrt{p_s})^2
=n_0\left(e^{u_0/2}-e^{-u_0/2}\right)^2
=4n_0\sinh^2\frac{u_0}{2}.
\]

Inserting this in (6) gives \(\sigma^2=(2\varepsilon n_0kT/\pi)\sinh^2(u_0/2)\), the square of (1).

The sign follows from (5), which also gives \((np)'=0\), so \(np=n_0^2\) at every depth. The stress balance then reads \(\varepsilon E^2/8\pi=kT(\sqrt n-\sqrt p)^2\). If \(E\) vanished at a finite depth, then \(n=p=n_0\) there, and the uniform bulk state would be the solution everywhere. For \(\sigma\ne0\), \(E\) therefore keeps the sign it has at the plane, that of \(\sigma\). Since \(\phi_0=\int_0^\infty E\,dx\), \(\phi_0\) has this sign too.

## What each derivation assumes

Both routes use equilibrium, planar symmetry, a mean field and constant \(\varepsilon\). They differ in the property of the carriers that they need. The first needs the charge density as a function of the local potential. The second needs the pressure as a function of the local densities, together with equilibrium between the plane and the bulk.

For carriers with a local equation of state the two inputs are equivalent. At constant temperature the total pressure \(\Pi\) obeys \(d\Pi=n\,d\mu_n+p\,d\mu_p\), where \(\mu_n\) and \(\mu_p\) are the chemical potentials without the electrostatic energy. Equilibrium requires \(d\mu_n=e\,d\phi\) and \(d\mu_p=-e\,d\phi\), so \(d\Pi=-\rho\,d\phi\). Integrating the charge density over potential is the same as finding the pressure difference.

The second form shows directly how other statistics enter: \(2\pi\sigma^2/\varepsilon=\Pi_s-\Pi_{\rm bulk}\), with the appropriate \(\Pi\). For Boltzmann carriers either route also leads to the profile: taken at every depth, the stress balance is the square of (4), which can be integrated again.

Both routes to (1) fail when the density at a point is not fixed by the potential at that point, as happens when carriers are confined on the scale of their wavelength. The stress balance itself survives, with \(\Pi_s\) read as the force per unit area that the carriers exert on the wall; what is lost is the link between \(\Pi_s\) and \(\phi_0\).

## Weak and strong screening

For small \(u_0\), \(\sinh(u_0/2)=(u_0/2)(1+u_0^2/24+\dots)\). Since \(\sigma_*=\varepsilon kT/(2\pi e\lambda)\),

\[
\sigma=\frac{\varepsilon\phi_0}{4\pi\lambda}\left(1+\frac{u_0^2}{24}+\dots\right).
\]

The linear law is thus 1% low in charge at \(u_0\approx0.49\), or about 13 mV at 300 K.

For the profile, separate the variables in (4) and use \(d\ln\tanh(u/4)/du=1/[2\sinh(u/2)]\):

\[
\tanh\frac u4=\tanh\frac{u_0}{4}\,e^{-x/\lambda}.
\]

For small \(u_0\) this is the Debye profile \(u=u_0e^{-x/\lambda}\).

For \(\sigma\gg\sigma_*\), \(\sinh(u_0/2)\approx e^{u_0/2}/2\), and (1) inverts to

\[
\phi_0\approx\frac{2kT}{e}\ln\frac{2\sigma}{\sigma_*}.
\]

The potential grows logarithmically because the surface carrier density grows exponentially with it. Near the plane (4) becomes \(u'=-e^{u/2}/\lambda\), or \((e^{-u/2})'=1/(2\lambda)\). Hence

\[
e^{-u/2}=e^{-u_0/2}+\frac{x}{2\lambda}.
\]

By Gauss's law the magnitude of the charge beyond \(x\) is \(\sigma_*\sinh(u/2)\approx\sigma_*e^{u/2}/2\). As a fraction of \(\sigma\) this is

\[
\frac{1}{1+x/b},\qquad
b=2\lambda e^{-u_0/2}=\lambda\frac{\sigma_*}{\sigma}
=\frac{\varepsilon kT}{2\pi e\sigma}.
\]

Half the screening charge lies within \(b\), a length independent of \(n_0\) in this limit.

The differential capacitance, from (1), is

\[
C=\frac{d\sigma}{d\phi_0}=\frac{\varepsilon}{4\pi\lambda}\cosh\frac{u_0}{2}.
\]

A finite-volume solution of Poisson's equation, given the surface slope and zero field at the far end, tests (1) without using its integrated form:

| \(\sigma/\sigma_*\) | \(u_0\), numerical | \(u_0\), from (1) | \(u_0\), linear |
|---:|---:|---:|---:|
| 0.05 | 0.1000 | 0.1000 | 0.1000 |
| 0.5 | 0.9624 | 0.9624 | 1.0000 |
| 5 | 4.6249 | 4.6249 | 10.0000 |
| 50 | 9.2106 | 9.2105 | 100.0000 |

## A hafnia capacitor on germanium

Consider a metal–hafnia–germanium capacitor at 300 K. Nearly intrinsic germanium serves as the symmetric layer, with \(\varepsilon=16\) and \(n_0=2\times10^{13}\ \mathrm{cm^{-3}}\). The film is 10 nm thick, with \(\varepsilon_f=30\) and \(P=20\ \mathrm{\mu C/cm^2}\). These are rough values. The net charge is assumed to be \(\sigma=0.10\ \mathrm{\mu C/cm^2}\).

The charge scale is \(\sigma_*=9.689\times10^{-4}\ \mathrm{\mu C/cm^2}\), so \(\sigma/\sigma_*=103.2\). With \(kT/e=25.85\) mV,

\[
\phi_0=2(25.85\ \mathrm{mV})\,\mathrm{arsinh}(103.2)=0.276\ \mathrm V .
\]

The linear law would give \(2(25.85\ \mathrm{mV})(103.2)=5.34\) V, about 19 times as much. The half-charge depth is \(b=7.3\) nm, although \(\lambda=756\) nm. The capacitance is \(1.93\ \mathrm{\mu F/cm^2}\).

Now short the capacitor and assume no built-in voltage. The metal is then at the potential of the germanium bulk, so \(E_f=-\phi_0/d\), where \(d\) is the film thickness. This field opposes \(P\) and has magnitude 0.276 MV/cm. Equation (3) becomes

\[
P-\sigma_{\rm trap}=\sigma_*\sinh\frac{e\phi_0}{2kT}+\frac{\varepsilon_f\phi_0}{4\pi d}.
\]

The last term is \(0.73\ \mathrm{\mu C/cm^2}\), seven times the charge screened by the germanium. The assumed \(\sigma\) thus implies \(\sigma_{\rm trap}=20-0.10-0.73=19.17\ \mathrm{\mu C/cm^2}\).

The film capacitance is \(C_f=\varepsilon_f/4\pi d=0.732/0.2756=2.66\ \mathrm{\mu F/cm^2}\). A small change in \(P-\sigma_{\rm trap}\) divides between germanium and film in the ratio \(C:C_f\), so in this model a fraction \(1.93/(1.93+2.66)=0.42\) reaches the germanium.

## Where the example departs from the model

**Confinement.** Integrating \(\phi_0=\int_0^\infty E\,dx\) by parts gives \(\phi_0=-(4\pi/\varepsilon)\int_0^\infty x\rho\,dx\). At fixed \(\sigma\), screening charge that lies deeper raises \(\phi_0\). A hard wall forces the electron density to vanish at the surface. A self-consistent Schrödinger–Poisson calculation, with mass \(0.120\,m_0\) normal to a (100) surface (\(m_0\) is the free-electron mass), raises \(\phi_0\) by 20.5 mV, or 7%. With mass \(1\,m_0\) the rise is about 7 mV. These values are for an infinite wall. A finite barrier lets the wave functions enter the film: for 2 eV and barrier mass \(0.2\,m_0\), the values used for tunnelling below, the 20.5 mV falls to about 17 mV. The rise grows with \(\sigma\), so confinement also lowers the capacitance, and by a larger fraction, because the classical \(\phi_0\) grows only logarithmically. For the hard wall the capacitance falls from 1.93 to about \(1.41\ \mathrm{\mu F/cm^2}\), or by 27%, and the germanium's share of a small change in charge falls from the 0.42 found above to about 0.35.

**Statistics.** The surface density, \(8.5\times10^{17}\ \mathrm{cm^{-3}}\), is \(z=0.082\) of the effective band density \(N_c\). To first order Fermi statistics lower the electron pressure at given \(u\) by the fraction \(z/2^{5/2}=0.0145\). Since \(\sigma\) fixes the pressure, \(u_0\) must rise by 0.0145, or 0.37 mV, as the full Fermi–Dirac calculation also gives. If all of \(P\) reached the germanium, Boltzmann statistics would demand \(3.4\times10^{22}\ \mathrm{cm^{-3}}\), about 3300 times \(N_c\), and (1) would not apply.

**Lateral uniformity.** The model spreads the net charge evenly over the plane. Here \(\sigma\) is a small remainder of much larger charges: \(\sigma_{\rm trap}\) amounts to 1.2 elementary charges per \(\mathrm{nm^2}\), or about 64 in a square of side \(b\). If the traps were placed at random, this number would vary by about 8, which is \(2.4\ \mathrm{\mu C/cm^2}\), more than twenty times \(\sigma\). The metal and the germanium screen part of this variation, but the potential near the surface could still vary along the plane by more than \(kT/e\). Ferroelectric domains add to the variation. The example therefore requires trapped charge that follows the polarization closely from place to place.

**Correlations.** The ratio of \(e^2/(\varepsilon kT)\) to \(b\) is 0.475. It is below one but not small, so corrections to the mean field need not be negligible. The resulting shift in voltage has not been calculated.

**Tunnelling.** The band bending is 0.42 of the 0.66 eV gap. The conduction-band edge at the surface therefore stays above the valence-band edge in the bulk, which closes elastic band-to-band tunnelling. For a uniform 2 eV barrier and mass \(0.2\,m_0\), the exponential factor for direct tunnelling through the film is about \(10^{-28}\). Leakage through defects is not included.

**Temperature of use.** At 85 °C, with \(\sigma\) held fixed, \(n_0\) rises to about \(3.0\times10^{14}\ \mathrm{cm^{-3}}\) and \(\phi_0\) falls to 0.240 V. The larger \(n_0\) outweighs the larger thermal voltage. Relation (1) still applies, with changed parameters.

**Real devices.** A thickness near 10 nm and a polarization of some tens of \(\mathrm{\mu C/cm^2}\) are ordinary for ferroelectric hafnia. Nearly intrinsic germanium is not a typical electrode; doping usually breaks the symmetry of the layer. In strong accumulation \(\sigma\) fixes \(n_s\) through (6), so raising the bulk electron density from \(n_0\) to \(n_b\) lowers \(\phi_0\) by about \((kT/e)\ln(n_b/n_0)\). Donors at \(10^{13}\ \mathrm{cm^{-3}}\) lower it by 6.4 mV; at \(10^{16}\ \mathrm{cm^{-3}}\) the estimate is 0.16 V, more than half the result. Real electrodes also have a built-in voltage: at fixed \(\phi_0\), each 0.1 V changes the film's share of the charge by about \(0.27\ \mathrm{\mu C/cm^2}\), more than the assumed \(\sigma\). The value 0.276 V therefore belongs to a laterally uniform interface with the stated \(\sigma\) and \(n_0\), and is not a prediction for a general hafnia capacitor.

## Table of computed values

```
Inputs: T = 300 K, eps = 16, n0 = 2.0e+13 cm^-3
Net charge sigma = 0.10 uC/cm2; P = 20 uC/cm2
Film: 10 nm, permittivity 30
Thermal voltage kT/e = 25.85 mV
Debye length lambda = 756.0 nm
Charge scale sigma* = 9.689e-04 uC/cm2
Ratio sigma/sigma* = 103.21
sigma/sigma*, u0 numerical, u0 Grahame, u0 linear (dimensionless):
      0.050     0.1000     0.1000     0.1000
      0.500     0.9624     0.9624     1.0000
      5.000     4.6249     4.6249    10.0000
     50.000     9.2106     9.2105   100.0000
    103.206    10.6599    10.6598   206.4113
Correction test: u0 = 0.7801, excess charge = 0.02553, u0^2/24 = 0.02536
Numerical rise of u0, ratio 5 to 50: 4.5857
Strong-screening rise per decade = 119.1 mV
Surface potential, Grahame = 0.2756 V
Surface potential, logarithmic limit = 0.2756 V
Surface potential, linear Debye = 5.336 V
Largest profile difference in u = 1.3e-04
Integrated screening charge / sigma = 1.000000
Half-charge depth b = 7.32 nm; fraction inside = 0.5000
Surface electron density = 8.522e+17 cm^-3
Capacitance: formula 1.934, numerical 1.934 uF/cm2
Field in germanium at surface = 0.0706 MV/cm
Depolarizing field in film = 0.276 MV/cm
Charge taken by film field = 0.732 uC/cm2
Implied trapped compensation = 19.17 uC/cm2
Neglected effects:
Band density Nc = 1.038e+19 cm^-3; n_surface/Nc = 0.082
Fermi-Dirac shift of phi0 = +0.37 mV
L-valley masses = 1.59, 0.082 m0; normal mass = 0.120 m0
Confinement shift of phi0 = +20.5 mV
Confinement shift for mass 1 m0 = +7.3 mV
Donors 1.0e+13 cm^-3: shift of phi0 = -6.4 mV
At 358.15 K: n0 = 3.02e+14 cm^-3, phi0 = 0.2398 V
Extrapolated gap used for n0(T) = 0.78 eV
Coupling parameter = 0.475
Band bending / gap = 0.418, with gap = 0.66 eV
Film barrier = 2.0 eV, tunnelling mass = 0.2 m0
log10 of direct tunnelling factor = -28.1
If all P reached Ge: Boltzmann density = 3.41e+22 cm^-3, ratio to Nc = 3284
```
